Friction on two slow protons in an electron gas

A calculation that follows a molecular hydrogen ion into a solid must decide how to slow its two protons. The simplest choice gives each proton the drag it would feel alone, so that the pair feels twice the single-proton drag. If the protons are close, the electrons respond to both at once, and linear response then allows up to four times the single value. The choice depends on the separation R, and on whether linear response can be trusted.

**The quantity and the assumptions**

Two bare protons, each of charge e > 0, move with the same constant velocity v through a uniform electron gas at zero temperature. Their separation vector R is held fixed. A uniform positive background neutralizes the gas. The friction γ is the drag force divided by the speed, to first order in v. For the pair, γ₂ refers to the sum of the forces on both protons, taken along v and averaged over all directions of R. For one proton it is γ₁. The result is

γ₂(R) = 2γ₁ [1 + ⟨sin(kR)/(kR)⟩], (1)

γ₁ = m²e⁴/(12π³ε₀²ħ³) ∫₀^{2k_F} dk / [k ε(k,0)²]. (2)

Here m is the electron mass, k_F the Fermi wavenumber and ε(k,0) the static dielectric function. The brackets denote an average over 0 < k < 2k_F with weight 1/[k ε(k,0)²].

**First derivation: the field of the moving pair**

Let the protons sit at R₁ + vt and R₂ + vt, with R = R₁ − R₂, and define

F(k) = exp(−ik·R₁) + exp(−ik·R₂).

The Fourier component k of their charge density is eF(k) exp(−ik·vt), so it oscillates at ω = k·v. Poisson's equation in the responding gas gives the potential

φ(r,t) = ∫ d³k/(2π)³ eF(k) exp[ik·(r − vt)] / [ε₀k² ε(k,k·v)].

The force on proton j is −e∇φ at its position. The gradient brings down ik, and the sum over j brings in Σ exp(ik·R_j) = F*(k). The total force is therefore

−(ie²/ε₀) ∫ d³k/(2π)³ k |F|² / [k² ε(k,k·v)].

Because real fields have real responses, ε(−k,−ω) = ε*(k,ω). Under k → −k the real part of 1/ε is even and its imaginary part odd, while |F|² is even. The real part, multiplied by the odd vector k, integrates to zero. This removes the mutual repulsion, screened or not, from the sum. The imaginary part survives, and the drag S, minus the force along v̂ = v/v, is

S = (e²/ε₀) ∫ d³k/(2π)³ (k·v̂/k²) Im[−1/ε(k,k·v)] |F|², (3)

|F|² = 2 + 2cos(k·R).

Now ε is needed. Let an electron have potential energy U exp[i(k·r − ωt)] plus its complex conjugate, switched on slowly. First-order perturbation theory mixes into the plane wave p the waves p + k and p − k, with amplitudes

c₊ = U/(ħω + E_p − E_{p+k} + i0),
c₋ = U*/(−ħω + E_p − E_{p−k} + i0).

The density component varying as exp[i(k·r − ωt)] is c₊ + c₋*. Sum over occupied states, with occupation f_p and a factor 2 for spin, and shift p to p + k in the second term. The density is χ₀U, with

χ₀ = 2∫ d³p/(2π)³ (f_p − f_{p+k})/(ħω + E_p − E_{p+k} + i0).

In the random-phase approximation (RPA) the electrons respond independently to the total potential, so U = −eφ. Poisson's equation ε₀k²φ = ρ_ext − eχ₀U then becomes (ε₀k² − e²χ₀)φ = ρ_ext, and

ε = 1 − e²χ₀/(ε₀k²).

For the static value, the two occupation terms contribute equally. Write x = k/k_F and let s be the component of p along k in units of k_F. The Fermi sphere is cut into discs of area πk_F²(1 − s²), and E_{p+k} − E_p = (ħ²k_F²/m)x(s + x/2). Hence

ε(k,0) = 1 + [me²/(2π²ε₀ħ²k_F)] h(x/2)/x³,

where h(a) is the principal value of ∫₋₁¹ ds (1 − s²)/(s + a). Since (1 − s²)/(s + a) = a − s + (1 − a²)/(s + a),

h(a) = 2a + (1 − a²) ln|(1 + a)/(1 − a)|.

For small k, h(x/2) → 2x, so ε grows as 1/k². The integrand of (2) then falls as k³, and screening has removed any divergence at small k.

For the loss, use Im[1/(y + i0)] = −πδ(y):

Im ε = (2πe²/ε₀k²) ∫ d³p/(2π)³ (f_p − f_{p+k}) δ(ħω + E_p − E_{p+k}).

At small ω the difference of occupations is ħω δ(E_p − E_F), with E_F the Fermi energy. This delta function reduces d³p to (mk_F/ħ²)dΩ on the Fermi sphere. The other becomes δ(E_{p+k} − E_p), whose argument is ħ²(k² + 2kk_Fμ)/(2m) with μ the cosine between p and k. Its integral over μ is m/(ħ²kk_F) if k < 2k_F and zero otherwise. Including 2π from the azimuth, the p integral is m²/(4π²ħ⁴k), and

Im ε = m²e²ω/(2πε₀ħ³k³) for k < 2k_F. (4)

To first order in ω, Im(−1/ε) = Im ε/ε(k,0)². Near k = 2k_F this expansion fails in a strip whose width is proportional to v. The loss there is itself of order v, so the strip changes S at order v² at most and leaves γ untouched.

Insert (4) into (3) for one proton, |F|² = 1. With ω = kvμ, where μ is now the cosine between k and v, the angular integral of μ² is 4π/3:

γ₁ = (e²/ε₀)(1/8π³)(4π/3)[m²e²/(2πε₀ħ³)] ∫₀^{2k_F} dk k²·(1/k)·k/(k³ε²).

The powers of k leave 1/k, and the constants combine to those of (2). For the pair, average over R at fixed k:

½∫₋₁¹ dη cos(kRη) = sin(kR)/(kR).

Thus |F|² becomes 2 + 2 sin(kR)/(kR), which depends on the length of k alone. The angular integral over k is the same as before, and (1) follows.

**Second derivation: electrons scattered by the pair**

The same friction can be found by counting collisions. Take each proton with its static screening cloud as a rigid moving potential. An electron sees a potential energy with Fourier components

U_q = −e²F(q)/[ε₀q²ε(q,0)].

Component q moves with the pair and has frequency q·v. It takes an electron from p to p′ = p + q and gives it the energy ħq·v. By the golden rule, the power delivered to the gas is

P = 2∫∫ d³p d³p′/(2π)⁶ f_p(1 − f_p′) (ħq·v)(2π/ħ)|U_q|² δ(E_p′ − E_p − ħq·v).

Exchanging p and p′ reverses q and leaves the delta function and |U_q|² unchanged. Averaging the two forms replaces f_p(1 − f_p′) by ½(f_p − f_p′), because the products f_p f_p′ cancel. To lowest order this is ½ħq·v δ(E_p − E_F), so

P = 2πħ ∫∫ d³p d³p′/(2π)⁶ |U_q|² (q·v)² δ(E_p − E_F) δ(E_p′ − E_F).

The power equals drag times speed, P = γv². Each delta function confines its wavevector to the Fermi sphere:

γ = 2πħ (mk_F/ħ²)²/(2π)⁶ ∫dΩ∫dΩ′ |U_q|² (q·v̂)². (5)

Average over R. Then |U_q|² depends only on the length of q, and rotating p and p′ together replaces (q·v̂)² by q²/3. For scattering angle θ, q² = 2k_F²(1 − cosθ), hence sinθ dθ = q dq/k_F². The double angular integral becomes (8π²/k_F²)∫q dq, from 0 to 2k_F, and

γ = [m²/(4π³ħ³)] ∫₀^{2k_F} q dq (q²/3) e⁴|F|²/[ε₀²q⁴ε(q,0)²].

This is m²e⁴/(12π³ε₀²ħ³) times ∫dq |F|²/(qε²). Setting |F|² = 1 gives (2), and |F|² = 2 + 2 sin(qR)/(qR) gives (1). The upper limit 2k_F now has a plain meaning: it is the largest momentum change, divided by ħ, between two points of the Fermi sphere.

**Coalescence, orientation and large separation**

The quantity 1 − sin(x)/x is the average of 1 − cos(xη) over −1 < η < 1. Since 0 ≤ 1 − cos y ≤ y²/2 and η² averages to 1/3, it lies between 0 and x²/6. Put x = kR in (1):

0 ≤ 4 − γ₂/γ₁ ≤ ⟨k²⟩R²/3 ≤ 4k_F²R²/3. (6)

As R → 0 the bounds close and γ₂ → 4γ₁. The next term of sin(x)/x is of order x⁴, so ⟨k²⟩R²/3 is also the leading correction. In this limit the scattering amplitudes of the two protons add in phase. The amplitude doubles and the loss quadruples, as for a single charge 2e.

At fixed orientation the factor μ² from the drag is tied to the phase. For R along v, sin(kR)/(kR) in (1) is replaced by

A∥ = 3∫₀¹ dμ μ² cos(xμ) = 3[sin(x)/x + 2cos(x)/x² − 2sin(x)/x³], x = kR.

The squared components of k̂ along three perpendicular axes add to one, so A∥ + 2A⊥ = 3 sin(x)/x, and for R perpendicular to v

A⊥ = 3[sin(x)/x³ − cos(x)/x²].

For small x these are 1 − 3x²/10 and 1 − x²/10. The drag favours wavevectors along v, and these carry the larger phase k·R when R also lies along v. The parallel pair therefore loses coherence first. A tilted pair also feels a sideways force, which the average removes by symmetry.

At large R let w(k) be the weight normalized to unit integral. One integration by parts gives

⟨sin(kR)/(kR)⟩ = −w(2k_F)cos(2k_F R)/(2k_F R²) + (1/R²)∫₀^{2k_F} dk (w/k)′ cos(kR).

The lower endpoint gives nothing because w/k ∝ k². The derivative (w/k)′ has only an integrable logarithmic singularity at 2k_F, so the last integral tends to zero. Hence γ₂ → 2γ₁, with an oscillation that decays as 1/R² and takes both signs. At some separations the pair loses less energy than two isolated protons.

**A 2 keV molecular ion**

Take an H₂⁺ ion of 2 keV that loses its electron on entering a solid, leaving two protons of 1 keV at R = 0.1 nm. The electron density is n = 1.8×10²³ cm⁻³, a round value. Then

k_F = (3π²n)^{1/3} = 17.47 nm⁻¹,
v = (2 × 1 keV/m_p)^{1/2} = 4.38×10⁵ m/s,

where m_p is the proton mass. The speed is 0.216 of the Fermi speed. Gauss–Legendre quadrature gives 0.3625 for the integral in (2), so

γ₁ = 1.598×10⁻¹⁴ × 0.3625 = 5.79×10⁻¹⁵ kg/s.

The drag on one proton is γ₁v = 15.8 eV/nm. At 0.1 nm the interference average is 0.276, which gives

γ₂/γ₁ = 2(1 + 0.276) = 2.55,

or 40.4 eV/nm for the pair. Two independent protons would lose 31.7 eV/nm, and a coalesced pair 63.3 eV/nm. The ratio is 1.61 for R along v and 3.02 for R across it; their average (1.61 + 2 × 3.02)/3 returns 2.55.

With R in nm, γ₂/γ₁ is 1.91 at 0.20, 3.51 at 0.05, 3.92 at 0.02 and 3.98 at 0.01. At the last separation, ⟨k²⟩ = 647 nm⁻² and the leading correction gives 4 − 647 × 0.01²/3 = 3.98. Between 0.05 and 0.8 nm, scanned in steps of 0.001 nm, the lowest ratio is 1.88, at 0.178 nm.

**What each derivation assumes**

Both derivations take straight motion at fixed R, bare point charges and a weak disturbance of the gas. They differ in where these assumptions enter.

The field derivation needs no separate rule for screening, because ε contains both screening and loss. Equation (3) also holds at finite speed within linear response. Keeping the full frequency dependence of χ₀ and integrating numerically raises the one-proton drag in the example by 1.4 % above γ₁v, and changes the pair ratio from 2.55 to 2.54.

Exchange and correlation can enter the same way, through a local-field factor. A simple choice describes exchange only. With n_k the induced density, the Hubbard local-field factor G = k²/[2(k² + k_F²)] reduces the induced repulsion felt by an electron, so U = −eφ − G(e²/ε₀k²)n_k. Let Q = ε − 1 be the RPA value. Solving n_k = χ₀U with Poisson's equation changes the inverse dielectric function to 1 − Q/[1 + (1 − G)Q]. To first order in ω its imaginary part is −Im Q/[1 + (1 − G)Q]², with the static Q in the denominator. In (2), ε is thereby replaced by 1 + (1 − G)(ε − 1). This raises γ₁ by 26 % but moves the pair ratio only to 2.57. Because correlation is left out, the 26 % is not the full correction to γ₁.

The scattering derivation inserts static screening by hand and is limited to low speed. In return it exposes the Born approximation: the rate is proportional to |U_q|², hence to the square of the charge. For a single centre this can be repaired. In (5), replace |U_q|² by (2πħ²/m)² dσ/dΩ, with dσ/dΩ the full cross-section. The constants reduce to

γ = nħk_F σ_tr, σ_tr = ∫(1 − cosθ) dσ.

With phase shifts δ_l at the Fermi energy, the scattering amplitude is (1/k_F)Σ(2l + 1)exp(iδ_l) sinδ_l P_l(cosθ). The factor cosθ couples neighbouring l, and

σ_tr = (4π/k_F²) Σ(l + 1)[sin²δ_l + sin²δ_{l+1} − 2 sinδ_l sinδ_{l+1} cos(δ_l − δ_{l+1})].

The bracket equals sin²(δ_l − δ_{l+1}).

As a model, take a Yukawa potential for charge Ze. Its range is fixed by the Friedel sum rule, Z = (2/π)Σ(2l + 1)δ_l. The rule holds because a phase shift δ_l brings δ_l/π extra states per channel below the Fermi energy, and these, bound levels included, must hold Z electrons. For Z = 2 the resulting potential has one bound level, about 9 eV deep, with room for two electrons. Solving the radial equation numerically gives 7.4×10⁻¹⁵ kg/s for Z = 1 and 14.9×10⁻¹⁵ kg/s for Z = 2. The first is 1.28 times the linear value, the second 0.64 times its linear value 4γ₁. Their ratio is 2.0, not 4. In this model the united charge has about the drag of two isolated protons, and the coalescence gain of linear response is gone. The near equality with 2 belongs to this density and this potential. A potential proportional to (1 + αr)exp(−2αr)/r, with α fixed by the same sum rule, gives 1.7 at this density. The same model gives a ratio of 3.0 at 4.8×10²³ cm⁻³ and 1.0 at 6.0×10²² cm⁻³.

**Beside a real implant**

The density is in the regime of germanium, counting four valence electrons per atom. Germanium is not a uniform metal: it has a gap of roughly 0.7 eV. In the model, transfers below an energy E_g carry the fraction ⟨min[1, (E_g/ħkv)³]⟩ of the one-proton loss, because the loss at fixed k varies as μ² and the transfer is ħkvμ. For 0.7 eV this is 0.3 %. This figure only deletes the transfers below E_g and leaves the loss above the gap unchanged, so it does not measure the effect of the gap. At the same screening, a loss varying as [(ħω)² − E_g²]^{1/2} in place of ħω lowers the drag by 2 %, and one varying as ħω − E_g by 17 %. With the average gap of about 4 eV implied by a static dielectric constant near 16, the plain cut alone removes about 30 %. The gap also alters screening. Its effect on the drag in germanium is therefore not settled here. At 300 K the thermal energy is 0.002 of E_F. Core electrons, the lattice and collisions with nuclei are omitted. The size of these omissions is not estimated here. The departure from linear response is large at coalescence, where the Yukawa model halves the pair ratio. Its size at 0.1 nm is not calculated here. The 28 % difference from γ₁ for one proton is not a pure measure of nonlinearity, because the Yukawa potential also differs from the RPA-screened one. In the Born approximation this Yukawa potential gives only 0.66γ₁, so the nonlinear change is larger than the comparison with γ₁ suggests.

The separation does not stay fixed either. The bare repulsion energy at 0.1 nm is W = e²/(4πε₀R) = 14.4 eV. With reduced mass m_p/2, energy conservation reads (m_p/4)(dr/dt)² = W(1 − R/r). Setting r = R(1 + y²) and integrating y from 0 to 1 gives the time to double the separation:

t = R (m_p/4W)^{1/2} [√2 + ln(1 + √2)] = 3.1 fs.

The pair travels 1.35 nm in that time; screening would lengthen it. If the initial excess of 40.4 − 31.7 = 8.7 eV/nm lasted over this path, it would amount to 12 eV out of 2000 eV. Even if screening made the path ten times longer, the excess would be about 6 % of the energy. By contrast, a proton slowed by the drag γ₁v alone would travel m_pv/γ₁, about 130 nm. This is a path length, not a depth: collisions with nuclei, omitted here, deflect the proton and make the depth smaller. For the mean depth reached under these conditions, independent drags are an adequate choice. The spread in depth is another matter. For a pair aligned with v, the released repulsion changes the two speeds, and hence the two paths, by the fraction ±(W/2 keV)^{1/2}. This is ±8.5 % for the bare W and about ±3 % for the statically screened RPA pair energy of 1.7 eV. For the energy deposited while the protons are still close, the pair term matters, and its size should come from a nonlinear calculation.
